# Fang-Howard and Airy ground states in a constant field

## Problem

An electron of effective mass \(m\) is pressed against an oxide wall by a uniform field. Its potential energy is \(eFz\) for \(z>0\), with \(e>0\) and \(F>0\). The wall at \(z=0\) is impenetrable, so \(\psi(0)=0\). Energies are counted from the band edge at the wall. Free motion parallel to the wall separates off and is left out.

The Fang-Howard trial function is

\[
\psi(z)=\sqrt{\tfrac{b^3}{2}}\;z\,e^{-bz/2},\qquad b>0 .
\]

1. Find the \(b\) that minimizes the mean energy, and the minimum.
2. Find the exact ground-state energy of the same model.
3. By what percentage does the trial energy exceed the exact one, and how does this depend on \(m\) and \(F\)?
4. Evaluate both energies for a (100) silicon surface with \(m=0.92\,m_0\) and \(F=0.2\) MV/cm, where \(m_0\) is the free-electron mass. Compare their difference with the effects that the model neglects.

## Hints

**Hint 1.** Choose a unit of length that gives the kinetic and potential terms the same coefficient. What parameters are left?

**Hint 2.** Every trial integral has the form \(\int_0^\infty u^n e^{-\beta u}du=n!/\beta^{n+1}\), which follows from \(n\) integrations by parts.

**Hint 3.** After a shift of origin, the exact equation is \(\phi''=x\phi\). One solution, up to a factor, decays at large \(x\). The wall must sit at one of its zeros.

**Hint 4.** Stretch a wavefunction by a factor and ask how its kinetic and potential energies change. This links the energy to the mean distance from the wall.

## Solution

### Scaling

Put \(z=lu\). The Schrödinger equation becomes

\[
-\frac{\hbar^2}{2ml^2}\frac{d^2\psi}{du^2}+eFl\,u\,\psi=E\psi .
\]

The two coefficients are equal if

\[
l=\left(\frac{\hbar^2}{2meF}\right)^{1/3},\qquad E_0=eFl .
\]

With \(E=\varepsilon E_0\), and primes now denoting \(d/du\),

\[
-\psi''+u\psi=\varepsilon\psi,\qquad \psi(0)=0. \tag{1}
\]

Neither \(m\) nor \(F\) remains. Both energies are pure numbers times \(E_0\), so their ratio is the same for every mass and uniform field.

### The trial energy

Let \(\beta=bl\) and \(\psi=Nu\,e^{-\beta u/2}\). Normalization requires \(N^2\cdot 2/\beta^3=1\), so \(N^2=\beta^3/2\).

The kinetic energy is \(-\int\psi\psi''du=\int\psi'^2du\), since the boundary term \(\psi\psi'\) vanishes at both ends. From \(\psi'=N(1-\beta u/2)e^{-\beta u/2}\),

\[
\int_0^\infty\psi'^2du=N^2\left[\frac1\beta-\beta\,\frac1{\beta^2}+\frac{\beta^2}{4}\,\frac{2}{\beta^3}\right]=\frac{N^2}{2\beta}=\frac{\beta^2}{4}.
\]

The potential energy is

\[
\langle u\rangle=N^2\,\frac{3!}{\beta^4}=\frac3\beta .
\]

The function to minimize is therefore

\[
\varepsilon(\beta)=\frac{\beta^2}{4}+\frac3\beta,\qquad
\frac{d\varepsilon}{d\beta}=\frac\beta2-\frac3{\beta^2}=0
\;\Rightarrow\;\beta^3=6 .
\]

The second derivative, \(1/2+6/\beta^3\), is positive for all \(\beta>0\), so this is the minimum. A large \(\beta\) squeezes the electron and costs kinetic energy; a small \(\beta\) lets it climb the potential.

In ordinary units, \(b^3=6/l^3=12meF/\hbar^2\). At the minimum \(3/\beta=\beta^2/2\), and hence

\[
\varepsilon_{FH}=\frac{3\beta^2}{4}=\frac34\,6^{2/3}
=\left(\frac{27\cdot36}{64}\right)^{1/3}=\left(\frac{243}{16}\right)^{1/3}=2.4764 .
\]

### The decaying solution

With \(x=u-\varepsilon\), equation (1) becomes \(\phi''=x\phi\). A solution is

\[
\mathrm{Ai}(x)=\frac1{2\pi}\int_{\mathrm{Im}\,t=q}e^{i(t^3/3+xt)}\,dt,\qquad q>0 .
\]

For \(t=s+iq\) the integrand has magnitude \(\exp(-qs^2+q^3/3-xq)\). The integral converges, and its value does not depend on \(q\), because the integrand vanishes at the far ends of the strip between two such lines. Differentiating twice under the integral gives

\[
\mathrm{Ai}''-x\,\mathrm{Ai}=-\frac1{2\pi}\int(t^2+x)\,e^{i(t^3/3+xt)}dt
=\frac{i}{2\pi}\int\frac{d}{dt}e^{i(t^3/3+xt)}dt=0 .
\]

For \(x>0\) choose \(q=\sqrt x\). The terms linear in \(s\) cancel and the exponent becomes \(-\tfrac23x^{3/2}-\sqrt x\,s^2+is^3/3\). A Gaussian integral then bounds the function:

\[
|\mathrm{Ai}(x)|\le\frac{e^{-2x^{3/2}/3}}{2\sqrt\pi\,x^{1/4}} .
\]

No independent solution is normalizable. For \(x>0\), \((\phi^2)''=2\phi'^2+2x\phi^2>0\), so \(\phi^2\) is convex. If \(\phi\) is normalizable, \(\phi^2\) must fall steadily to zero without touching it, and \(\phi'\) also tends to zero. For two such solutions the Wronskian \(\phi_1\phi_2'-\phi_1'\phi_2\), which is constant because \(\phi''=x\phi\) has no first-derivative term, is therefore zero. The solutions are proportional.

Every bound state is thus \(\mathrm{Ai}(u-\varepsilon)\) with \(\mathrm{Ai}(-\varepsilon)=0\). The convexity argument also excludes zeros at \(x\ge0\). The ground state belongs to the zero \(x=-a_1\) nearest the origin.

### Locating the zero

Inserting a power series \(\phi=\sum_n p_nx^n\) into \(\phi''=x\phi\) gives \((n+3)(n+2)p_{n+3}=p_n\) and \(p_2=0\). The two basic series are

\[
f=1+\frac{x^3}{6}+\frac{x^6}{180}+\dots,\qquad
g=x+\frac{x^4}{12}+\frac{x^7}{504}+\dots
\]

and \(\mathrm{Ai}=c_1f-c_2g\), with \(c_1=\mathrm{Ai}(0)\) and \(c_2=-\mathrm{Ai}'(0)\).

To find these constants, turn the contour at \(x=0\) onto the rays \(t=re^{5\pi i/6}\) (inward) and \(t=re^{i\pi/6}\) (outward). The integrand decays in the sectors crossed, and on both rays \(it^3/3=-r^3/3\). Thus

\[
c_1=\frac{e^{i\pi/6}-e^{5\pi i/6}}{2\pi}\int_0^\infty e^{-r^3/3}dr
=\frac{\sqrt3}{2\pi}\,3^{-2/3}\,\Gamma(\tfrac13).
\]

The radial integral follows from \(v=r^3/3\), \(dr=(3v)^{-2/3}dv\). The derivative brings down a factor \(it\):

\[
-c_2=\frac{i\,(e^{i\pi/3}-e^{5\pi i/3})}{2\pi}\int_0^\infty r\,e^{-r^3/3}dr
=-\frac{\sqrt3}{2\pi}\,3^{-1/3}\,\Gamma(\tfrac23).
\]

Numerically \(c_1=0.355028\) and \(c_2=0.258819\). Summing the series and closing in on the sign change of \(c_1f-c_2g\) gives

\[
a_1=2.338107 .
\]

There \(f=-0.369104\) and \(g=-0.506307\), and both products \(c_1f\) and \(c_2g\) equal \(-0.13104\).

Is there a zero closer to the origin? Let two neighbouring zeros in \(-a_1\le x\le0\) be a distance \(L\) apart. Multiplying \(\phi''=x\phi\) by \(\phi\) and integrating between them gives \(\int\phi'^2=\int|x|\phi^2\le a_1\int\phi^2\). A function vanishing at both ends also obeys \(\int\phi'^2\ge(\pi/L)^2\int\phi^2\), the lowest energy of a box. Hence \(L\ge\pi/\sqrt{a_1}=2.05\), and a closer zero would have to lie within \(0.29\) of the origin. But at \(x=-y\) with \(0<y<1\), both \(f=1-y^3/6+\dots\) and \(-g=y-y^4/12+\dots\) are positive, so \(\mathrm{Ai}>0\). There is no closer zero, and \(E_1=a_1E_0\).

### The comparison

\[
\frac{E_{FH}}{E_1}=\frac{2.476445}{2.338107}=1.0592 .
\]

The optimized Fang-Howard energy is 5.9 percent too high, relative to the exact energy of this model.

The sign is required. If \(\psi=\sum_n\alpha_n\psi_n\) in normalized exact states, with \(\sum_n|\alpha_n|^2=1\), then

\[
\varepsilon_{FH}-\varepsilon_1=\sum_n|\alpha_n|^2(\varepsilon_n-\varepsilon_1)\ge0 .
\]

Integrating the product of the two functions on a grid gives \(|\alpha_1|^2=0.967\). The remaining weight of 0.033 carries the whole excess of \(0.138\,E_0\), an average excitation of about \(4.2\,E_0\).

### The mean distance

Replace \(\psi(u)\) by \(\sqrt\lambda\,\psi(\lambda u)\). The kinetic energy \(T\) becomes \(\lambda^2T\), and the potential energy \(V\) becomes \(V/\lambda\). Both states are stationary under this change: the exact one because it is an eigenstate, the trial one because stretching merely changes \(\beta\), which has been optimized. Setting the derivative at \(\lambda=1\) to zero gives

\[
2T=V,\qquad E=\tfrac32V,\qquad \langle z\rangle=\frac{2E}{3eF}.
\]

The mean distance from the wall is therefore also overestimated by 5.9 percent.

### Numbers for silicon

The field is \(0.2\) MV/cm \(=0.02\) V/nm, and \(\hbar^2/2m_0=0.0381\) eV nm². Then

\[
l^3=\frac{0.0381}{0.92\times0.02}=2.071\ \text{nm}^3,\qquad l=1.275\ \text{nm},
\]

\[
E_0=0.02\times1.2746\ \text{eV}=25.49\ \text{meV},\qquad
b=\frac{1.8171}{1.2746}=1.426\ \text{nm}^{-1}.
\]

| | Fang-Howard | exact in the model |
|---|---|---|
| energy (meV) | 63.13 | 59.60 |
| mean distance (nm) | 2.10 | 1.99 |

The variational excess is 3.5 meV.

### The model beside a real surface

The parameters are rough typical ones for silicon under SiO₂ near the onset of inversion. With an acceptor density \(N_A=1.5\times10^{17}\) cm⁻³ and relative permittivity 11.7, the field vanishes at a depth \(W=\epsilon F/(eN_A)=86\) nm, where \(\epsilon\) is the silicon permittivity. The bands bend by \(eFW/2=0.86\) eV. This agrees with the usual onset criterion \(2k_BT\ln(N_A/n_i)=0.85\) eV at 300 K, for an intrinsic density \(n_i\) of roughly \(10^{10}\) cm⁻³. The bending is below the gap of about 1.12 eV. With no interface charge, the oxide field is \((11.7/3.9)\times0.2=0.6\) MV/cm, far below a rough breakdown field of 10 MV/cm.

The following level shifts come from adding one term at a time to the Hamiltonian and diagonalizing it by finite differences.

- **Image charge, +9.6 meV.** The oxide has the lower permittivity, so the image repels the electron. For an infinitely thick oxide the image energy is \(\dfrac{e^2}{16\pi\epsilon z}\,\dfrac{11.7-3.9}{11.7+3.9}\).
- **The electrons' own field, +2.3 meV.** This assumes \(10^{11}\) cm⁻² electrons, all distributed as in the exact ground state. Spread thermally over the subbands at 300 K, they give +2.5 meV. This density lies beyond onset: at the onset bending the layer holds only about \(6\times10^{9}\) cm⁻², and the shift is smaller in proportion.
- **Acceptor charge, −0.6 meV.** It weakens the field with depth and adds \(-e^2N_Az^2/(2\epsilon)\).

For a thick oxide, the image shift is 16 percent of the level and almost three times the variational excess. A metal gate behind the oxide attracts the electron. This lowers the shift. For an ideal metal gate it is +8.1 meV behind 20 nm of oxide and +4.8 meV behind 5 nm, and it changes sign near 1.8 nm. The Airy energy is exact for the triangular well, but it is not an accurate level of the device. Exchange, correlation, nonparabolic bands and the interface transition layer are also missing here.

The constant field itself fails as the layer fills. The electrons' field at the wall is \(en_s/\epsilon\), where \(n_s\) is their sheet density: about 0.015 MV/cm at \(10^{11}\) cm⁻², but 1.5 MV/cm at \(10^{13}\) cm⁻². In the second case it exceeds the assumed field, and both the optimum \(b\) and the 5.9 percent must be recalculated.

Temperature matters as well. Silicon has two valleys with the heavy mass normal to this surface and four with the light mass, \(0.19\,m_0\). Since \(E_0\propto m^{-1/3}\), the lowest light-mass level lies at \(59.6\,(0.92/0.19)^{1/3}=100.8\) meV. The second heavy-mass level lies at 104.2 meV. With \(k_BT=25.9\) meV at 300 K, Boltzmann weights over the triangular-well levels, including valley number and in-plane mass, leave 46 percent of the electrons in the lowest subband. At 77 K the share is 99 percent. At this field a dilute layer thus has nearly all electrons in the lowest subband at 77 K, but somewhat less than half at room temperature. With the acceptor and thick-oxide image terms added, the shares become 98 and 41 percent. They depend strongly on the field, because the level spacings grow as \(F^{2/3}\). The same count gives 28 percent at 300 K and 91 percent at 77 K for 0.1 MV/cm, and 60 percent at 300 K for 0.3 MV/cm.

## Variation 1: repairing the wall

**Question.** What does equation (1) say about \(\psi''(0)\)? Use the answer to improve the trial function without adding a parameter.

**Solution.** Since \(\psi(0)=0\), equation (1) gives \(\psi''(0)=0\). The Fang-Howard function violates this. It satisfies

\[
-\frac{\psi''}{\psi}+u=\frac\beta u-\frac{\beta^2}{4}+u ,
\]

whereas an eigenstate would give a constant. The mismatch diverges at the wall. Take instead

\[
\chi=\left(u+\frac{\sigma u^2}{2}\right)e^{-\sigma u/2}.
\]

Its expansion at small \(u\) has no \(u^2\) term, so \(\chi''(0)=0\). The norm and the potential integral are

\[
\int\chi^2du=\frac{2+6+6}{\sigma^3}=\frac{14}{\sigma^3},\qquad
\int u\chi^2du=\frac{6+24+30}{\sigma^4}=\frac{60}{\sigma^4}.
\]

With \(y=\sigma u\), the derivative is \(\chi'=(1+y/2-y^2/4)e^{-y/2}\), and

\[
\int\chi'^2du=\frac1\sigma\int_0^\infty\left(1+y-\frac{y^2}{4}-\frac{y^3}{4}+\frac{y^4}{16}\right)e^{-y}dy
=\frac{3}{2\sigma}.
\]

Dividing by the norm,

\[
\varepsilon(\sigma)=\frac{3\sigma^2}{28}+\frac{30}{7\sigma},\qquad
\frac{3\sigma}{14}=\frac{30}{7\sigma^2}\;\Rightarrow\;\sigma^3=20 .
\]

The potential part is two thirds of the total, as before, so

\[
\varepsilon=\frac32\cdot\frac{30}{7\cdot20^{1/3}}=\frac{45}{7\cdot20^{1/3}}=2.3683 .
\]

This is 1.3 percent above the exact value. The number of parameters and the exponential form of the tail are unchanged, yet more than three quarters of the excess has gone. The new factor also reshapes the function away from the wall, so the gain cannot be assigned to the point \(u=0\) alone.

## Variation 2: a wall of finite height

**Question.** Let the oxide be a flat barrier of height \(U=3.1\) eV with electron mass \(m_{ox}=0.5\,m_0\). How far does the exact level move?

**Solution.** Inside the oxide \(\psi\propto e^{\kappa z}\), with \(\kappa=\sqrt{2m_{ox}(U-E)}/\hbar\). Current conservation is ensured by continuity of \(\psi\) and of \((1/m)\,d\psi/dz\). On the silicon side this gives

\[
\frac{\psi(0)}{d\psi/dz|_{0^+}}=\frac{m_{ox}}{m\kappa}\equiv\delta .
\]

Near the interface \(\psi\propto z+\delta\), to leading order in \(\delta/l\). The silicon wavefunction behaves as if a hard wall stood at \(z=-\delta\). Measured from there, the potential is \(eF(z+\delta)-eF\delta\), so

\[
E\approx E_1-eF\delta .
\]

Evaluating \(\kappa\) at \(E=E_1\),

\[
\kappa=\sqrt{\frac{0.5\times(3.1-0.06)}{0.0381}}=6.3\ \text{nm}^{-1},\qquad
\delta=\frac{0.5}{0.92\times6.3}=0.086\ \text{nm},
\]

and the shift is \(-0.02\times0.086\) eV \(=-1.7\) meV. Solving the matching condition numerically with the Airy function gives \(-1.71\) meV.

The Fang-Howard function, set to zero in the oxide, is still an allowed trial function here, and its energy is still 63.13 meV. The exact level is now \(59.60-1.71=57.89\) meV, so the excess grows to 5.2 meV, or 9 percent of the new level. The 5.9 percent therefore belongs to the hard wall as well as to the uniform field.
